# Two self-energy branches in a zero-dimensional Grassmann model

## Problem

Two spin species \(\sigma=\uparrow,\downarrow\) each have one pair of Grassmann variables \(\bar c_\sigma,c_\sigma\). There is no time, frequency or space. The action is

\[
S=-\mu\sum_\sigma \bar c_\sigma c_\sigma+U\,\bar c_\uparrow c_\uparrow\bar c_\downarrow c_\downarrow ,
\]

and averages are taken with the weight \(e^{-S}\). The parameters \(\mu\) and \(U\) are nonzero numbers, possibly complex, and all quantities are dimensionless. Define

\[
G=-\langle c_\sigma\bar c_\sigma\rangle,\qquad G_0=\frac1\mu,\qquad \Sigma=\frac1{G_0}-\frac1G .
\]

(a) Find \(G\) as a function of \(G_0\), and \(\Sigma\) as a function of \(G_0\).

(b) For a given \(G\), find all \(G_0\) that produce it, and hence all values of \(\Sigma[G]\). Decide which value belongs to a given source \(G_0\), and which one the expansion in powers of \(U\) at fixed \(G\) reproduces.

(c) Find where the branches meet, and what happens there to \(d\Sigma/dG\).

(d) Suppose \(G\) is known and \(G_0\) is sought by iterating
\[
y_{n+1}=\frac{1}{1/G+\Sigma(y_n)},
\]
where \(\Sigma(y)\) is the exact self-energy of the model with \(G_0=y\). Which branch does the iteration select? Does the answer survive if the iteration is inverted or damped?

(e) Work out \(U=-2\) with \(G_0=0.4\) and \(G_0=1.25\), and then \(U=2\) with \(G_0=1\). Examine also \(U=-2\) at the meeting point and at \(G=0.4\).

## Solution

### (a) The map from \(G_0\) to \(G\)

Write \(n_\sigma=\bar c_\sigma c_\sigma\). These pairs commute with each other, and \(n_\sigma^2=0\) because each contains a repeated Grassmann variable. The exponential series therefore stops at second order:

\[
e^{-S}=1+\mu(n_\uparrow+n_\downarrow)-Un_\uparrow n_\downarrow+\tfrac12\mu^2(n_\uparrow+n_\downarrow)^2 .
\]

Since \((n_\uparrow+n_\downarrow)^2=2n_\uparrow n_\downarrow\),

\[
e^{-S}=1+\mu(n_\uparrow+n_\downarrow)+(\mu^2-U)\,n_\uparrow n_\downarrow .
\]

The Berezin integral picks out the coefficient of \(n_\uparrow n_\downarrow\). Its overall sign convention cancels in averages. Thus \(Z=\mu^2-U\). Multiplying the weight by \(n_\uparrow\) leaves \(\mu\,n_\uparrow n_\downarrow\) as its highest term, so \(\langle n_\uparrow\rangle=\mu/Z\), and the same holds for the other spin. Exchanging two Grassmann variables changes the sign, so \(-\langle c_\sigma\bar c_\sigma\rangle=\langle\bar c_\sigma c_\sigma\rangle\), and

\[
G=\frac{\mu}{\mu^2-U}=\frac{G_0}{1-UG_0^2}.
\]

We exclude \(UG_0^2=1\), where \(Z=0\) and averages are undefined. The inverse is \(1/G=\mu-U/\mu\), which gives

\[
\Sigma=\mu-\Big(\mu-\frac U\mu\Big)=\frac U\mu=UG_0 .
\]

As a function of \(G_0\), the self-energy is single-valued and linear.

### (b) The two preimages and the two self-energies

Clearing the denominator of the map gives a quadratic equation for the unknown source \(y\):

\[
UG\,y^2+y-G=0,\qquad y=\frac{-1\pm s}{2UG},\qquad s=\sqrt{1+4UG^2}.
\]

We take the principal root, \(\operatorname{Re}s\ge0\). Call the solution with \(+s\) \(a\) and the one with \(-s\) \(b\). The coefficients give their sum and product,

\[
a+b=-\frac1{UG},\qquad ab=-\frac1U .
\]

So \(G_0\) and \(-1/(UG_0)\) give the same \(G\). They are two different models unless \(UG_0^2=-1\), where they coincide. Multiplication by \(U\) gives the two self-energies:

\[
\Sigma_\pm[G]=\frac{-1\pm\sqrt{1+4UG^2}}{2G},\qquad
\Sigma_+\Sigma_-=-U,\qquad \Sigma_++\Sigma_-=-\frac1G .
\]

To decide which belongs to a given source, compute \(Ua^2\). From \(s^2-1=4UG^2\),

\[
Ua^2=\frac{(s-1)^2}{4UG^2}=\frac{(s-1)^2}{(s-1)(s+1)}=\frac{s-1}{s+1}.
\]

The point \(s\) is closer to \(+1\) than to \(-1\) when \(\operatorname{Re}s>0\). Hence \(|Ua^2|<1\), and from \(U^2a^2b^2=1\) it follows that \(|Ub^2|>1\). With \(u=UG_0^2\), the rule is

\[
|u|<1:\ \Sigma=\Sigma_+[G],\qquad |u|>1:\ \Sigma=\Sigma_-[G].
\]

We call \(a\) the weak and \(b\) the strong root. On the circle \(|u|=1\), \(s\) is imaginary or zero, both roots have the same modulus, and the size of \(u\) no longer distinguishes them.

For the expansion at fixed \(G\), set \(y=Gc\) and \(w=-UG^2\). The quadratic equation becomes

\[
c=1+w\,c^2 .
\]

Inserting \(c=\sum_n C_nw^n\) gives \(C_0=1\) and \(C_{n+1}=\sum_{i=0}^nC_iC_{n-i}\). These are the Catalan numbers \(C_n=\binom{2n}{n}/(n+1)\). Therefore

\[
\Sigma_+[G]=\sum_{n\ge0}(-1)^nC_n\,U^{n+1}G^{2n+1}=UG-U^2G^3+2U^3G^5-\dots
\]

This is the skeleton series, the expansion of \(\Sigma\) in \(U\) with \(G\) held fixed. Its first term is the Hartree term. The ratio \(C_{n+1}/C_n=(4n+2)/(n+2)\) tends to 4, so the series converges for \(4|UG^2|<1\) and diverges for \(4|UG^2|>1\). At small \(U\) the other branch is \(\Sigma_-=-1/G-\Sigma_+=-1/G-UG+\dots\). It does not vanish with \(U\), so the skeleton series cannot represent it.

The branch also matters when \(G_0\) is given and \(G\) is sought. Suppose one solves Dyson's equation \(1/G=1/G_0-\Sigma_+[G]\) for a source with \(|u|>1\). Dividing the quadratic equation by \(Gy\) gives \(1/y=1/G+Uy\), so any solution would obey \(1/G_0=1/G+\Sigma_+[G]=1/a\), that is \(G_0=a\). But \(|Ua^2|\le1\), which contradicts \(|u|>1\). With the plus branch inserted, the equation has no solution for a strong source.

### (c) The meeting point and the vertex

The branches coincide when \(s=0\), or \(4UG^2=-1\). Then \(Ua^2=-1\), so the meeting point is \(u=-1\). Differentiating the map gives

\[
\frac{dG}{dG_0}=\frac{(1-u)+2u}{(1-u)^2}=\frac{1+u}{(1-u)^2},
\]

and with \(d\Sigma/dG_0=U\),

\[
\Gamma\equiv\frac{d\Sigma}{dG}=\frac{U(1-u)^2}{1+u}.
\]

Here both spins are varied together, so \(\Gamma\) is the irreducible vertex in the spin-symmetric channel. It diverges at \(u=-1\).

The two-particle meaning follows from the response \(\chi=dG/d\mu\). Differentiating \(\Sigma=\mu-1/G\) with respect to \(G\) yields

\[
\Gamma=\frac1\chi+\frac1{G^2},\qquad\text{or}\qquad \frac1\chi=-\frac1{G^2}+\Gamma .
\]

This is the Bethe–Salpeter equation of the model, with bubble \(-G^2\). Because \(dG_0/d\mu=-G_0^2\), the response is \(\chi=-G_0^2(1+u)/(1-u)^2\). It is finite at \(u=-1\) and vanishes there. The divergence of \(\Gamma\) is thus not a divergence of a response. It says that \(G\) is stationary under a change of the source, which is why two neighbouring sources can share one \(G\).

For real \(G_0\), this point is reached with \(U<0\). That case also describes \(U>0\) with imaginary functions: putting \(G_0=ig\) in the map gives \(G=ig/(1+Ug^2)\). Imaginary values are those of a particle-hole symmetric problem on the Matsubara axis, since an even spectral function \(A\) gives \(\int A(\varepsilon)\,d\varepsilon/(i\omega-\varepsilon)=-i\omega\int A(\varepsilon)\,d\varepsilon/(\omega^2+\varepsilon^2)\).

This fixes only the phase of \(G\), and \(U\) need not be the interaction of such a problem. The half-filled Hubbard atom with interaction \(U_H\) has \(G=\tfrac12\left[1/(i\omega-U_H/2)+1/(i\omega+U_H/2)\right]=i\omega/\left((i\omega)^2-U_H^2/4\right)\). This is the map of part (a) with \(\mu=i\omega\) and \(U=U_H^2/4\), for either sign of \(U_H\). There \(UG\) is of second order in \(U_H\) and is not a Hartree term, and nothing shown here identifies \(\Gamma\) with the frequency-dependent vertex of the atom.

For real \(G_0\) and \(U>0\) we have \(u>0\), and the branches do not meet. The source passes from one to the other through \(u=1\), where \(G\) diverges.

### (d) What the iteration selects

With \(\Sigma(y)=Uy\), the iteration is \(y_{n+1}=f(y_n)\), where

\[
f(y)=\frac1{1/G+Uy}.
\]

Its fixed points satisfy \(1/y=1/G+Uy\), so they are \(a\) and \(b\). Both are legitimate solutions, and stability must decide between them. For either fixed point \(p\),

\[
f(y)-p=f(y)-f(p)=f(y)f(p)\left[\frac1{f(p)}-\frac1{f(y)}\right]=-U\,p\,f(y)\,(y-p).
\]

Divide the relation for \(p=a\) by that for \(p=b\). The common factor \(-Uf(y)\) cancels:

\[
\frac{f(y)-a}{f(y)-b}=k\,\frac{y-a}{y-b},\qquad k=\frac ab=-Ua^2 .
\]

The last equality uses \(1/b=-Ua\). The ratio \(r_n=(y_n-a)/(y_n-b)\) is multiplied by the same \(k\) at every step, however far \(y_n\) is from a root. Off the circle \(|u|=1\) we have \(|k|<1\), so \(r_n\to0\) and \(y_n\to a\). The one exception is the start \(y_0=b\), which stays put. If an iterate makes the denominator of \(f\) vanish, infinity is admitted as a point, and the next iterate is zero.

The undamped iteration therefore selects \(\Sigma_+\), including when the supplied \(G\) was produced by a strong source. It then converges to a model that reproduces \(G\) but has the wrong \(G_0\) and the wrong \(\Sigma\). The residual of Dyson's equation cannot reveal this, because it vanishes at both roots.

A natural start is \(y_0=G\), which neglects \(\Sigma\). Since \(G=f(0)\) and the ratio at \(y=0\) is \(a/b=k\), we have \(r_0=k^2\) and \(r_n=k^{n+2}\). Solving the definition of \(r_n\) for \(y_n\), and using \(bk=a\),

\[
y_n=\frac{a-br_n}{1-r_n}=a\,\frac{1-k^{n+1}}{1-k^{n+2}} .
\]

**On the circle.** For \(|k|=1\) with \(k\ne\pm1\), the modulus of \(r_n\) is constant and the phase keeps turning, so a start away from the roots does not converge. The value \(k=-1\) means \(u=1\), which is excluded. At \(k=1\) the roots merge and the ratio is useless. There \(U=-1/a^2\) and \(1/G=(1-Ua^2)/a=2/a\), so

\[
f(y)=\frac{a^2}{2a-y},\qquad f(y)-a=\frac{a(y-a)}{a-(y-a)} .
\]

The distance \(d_n=y_n-a\) then obeys \(1/d_{n+1}=1/d_n-1/a\). From \(y_0=G=a/2\), where \(1/d_0=-2/a\), this gives \(a-y_n=a/(n+2)\). Convergence survives, but it is algebraic.

**Inverting the iteration.** Solving \(y=f(h)\) for \(h\) gives another scheme with the same fixed points,

\[
h(y)=\frac1U\left(\frac1y-\frac1G\right).
\]

It multiplies the ratio by \(1/k\). On the circle \(|u|=1\) with \(k\ne1\) the modulus of \(r_n\) is again constant and a start away from the roots does not converge. Off the circle \(|1/k|>1\), so \(|r_n|\to\infty\) and \(y_n\to b\) from every start but \(a\), again with infinity admitted. This scheme selects \(\Sigma_-\), including when the source was weak. The start \(y_0=G\) is inconvenient here, because \(h(G)=0\) and the next iterate is infinite.

**Damping.** Linear mixing replaces the step by \(y\to(1-\alpha)y+\alpha f(y)\) with \(0<\alpha\le1\). Since \(f'(y)=-Uf(y)^2\), the slopes of \(f\) are \(-Ua^2=k\) at \(a\) and \(-Ub^2=b/a=1/k\) at \(b\). The mixed slopes are

\[
\lambda_a=1-\alpha+\alpha k,\qquad \lambda_b=1-\alpha+\frac\alpha k .
\]

Off the circle, where \(|k|<1\), the weak root stays locally stable, because \(|\lambda_a|\le1-\alpha+\alpha|k|<1\). For the strong root take \(k\) real. If \(0<k<1\), then \(\lambda_b>1\) and mixing does not help. If \(-1<k<0\), then \(\lambda_b=1-\alpha(1+1/|k|)\), which lies between \(-1\) and \(1\) when

\[
\alpha<\frac{2}{1+1/|k|} .
\]

Both roots are then locally stable, and the start decides. For real sources \(k=-Ua^2\) has the sign opposite to \(U\), so this happens for \(U>0\). The selection is a property of the scheme, not of the physics contained in \(G\).

### (e) Numbers

**\(U=-2\), two sources.** The two values of \(G\) are

\[
\frac{0.4}{1+2(0.4)^2}=\frac{0.4}{1.32}=0.30303,\qquad
\frac{1.25}{1+2(1.25)^2}=\frac{1.25}{4.125}=0.30303 .
\]

They agree, as \(ab=0.5=-1/U\) requires. The self-energies are \(\Sigma_+=-2(0.4)=-0.8\) and \(\Sigma_-=-2(1.25)=-2.5\). With \(u=-0.32\) and \(u=-3.125\), the vertices are

\[
\Gamma_+=\frac{-2(1.32)^2}{0.68}=-5.125,\qquad
\Gamma_-=\frac{-2(4.125)^2}{-2.125}=16.015 .
\]

They have opposite signs because the sources lie on opposite sides of \(u=-1\).

The multiplier is \(k=0.4/1.25=0.32\). Starting from \(y_0=G\), the iterates are \(0.30303,\,0.37120,\,0.39099,\,0.39714\), and \(y_{10}=0.399999\). If the true source was \(1.25\), this is rapid convergence to the wrong answer. A start at \(1.249\), very close to the strong root, has moved to \(1.029\) after 5 steps and reaches \(0.400000\) by step 60. Mixing with \(\alpha=0.3\) from the same start also ends at \(0.4\), in accordance with \(k>0\). The inverse iteration started at \(0.5\) ends at \(1.25\).

Here \(4|U|G^2=0.735\), so the skeleton series converges. One, two and five terms give \(-0.606\), \(-0.717\) and \(-0.787\), and 80 terms give \(-0.80000000\). The sum is \(\Sigma_+\), whichever source produced \(G\).

**\(U=2\), \(G_0=1\).** Now \(u=2\), so the source is strong. It gives \(G=1/(1-2)=-1\) and \(\Sigma=\Sigma_-=2\). The other root is \(a=-1/(UG_0)=-0.5\), with \(\Sigma_+=-1\). Since \(4UG^2=8\), the skeleton series diverges: its terms with \(n=0\), 5 and 10 have sizes 2, 2688 and about \(3.4\times10^7\). The undamped iteration converges nevertheless,

\[
-1,\ -0.3333,\ -0.6000,\ -0.4545,\ -0.5238,\ \dots\ \to\ -0.5 .
\]

The iterates alternate about the limit because \(k=-0.5\) is negative. So convergence of the iteration implies neither convergence of the series nor recovery of the true source.

The mixing condition is \(\alpha<2/(1+2)=0.667\). With \(\alpha=0.3\), a start at \(0.9\) ends at the true source \(1\), while a start at \(G=-1\) ends at \(-0.5\). The limit was tested from a start at \(1.001\): with \(\alpha\) smaller than the limit by 0.03 the iteration converges to 1, and with \(\alpha\) larger by 0.03 it does not.

**\(U=-2\), at and beyond the meeting point.** The branches meet at \(G=1/(2\sqrt2)=0.35355\), where \(a=b=1/\sqrt2=0.70711\). After 10, 100 and 1000 steps the distance to the root is \(0.0589\), \(0.00693\) and \(0.000706\), as \(a/(n+2)\) predicts. Ten times more steps gain roughly one digit.

At \(G=0.4\) the roots are \(0.6250\pm0.3307\,i\). No real source produces this \(G\): for real \(G_0\) and \(U<0\), where \(G=G_0/(1+|U|G_0^2)\), the inequality \((1-\sqrt{|U|}\,|G_0|)^2\ge0\) gives \(|G|\le1/(2\sqrt{|U|})\), which is \(0.35355\) here. The iterates from \(y_0=G\) are

\[
0.4000,\ 0.5882,\ 0.7556,\ 1.0112,\ 2.0941,\ -0.5923,\ \dots
\]

and the last 100 of 1000 still spread over about 33. The large excursions follow from \(y_n=(a-br_n)/(1-r_n)\): \(r_n\) runs around the unit circle, and \(y_n\) becomes large whenever \(r_n\) passes close to 1. The cause of the failure is \(|k|=1\), which for real \(G\) and \(U<0\) goes with complex-conjugate roots. The undamped iteration therefore fails from complex starts away from the roots too. With mixing \(0<\alpha<1\) both complex roots are locally stable, because \(|1-\alpha+\alpha k|<1\) for \(|k|=1\), \(k\ne1\), but a real start stays real and cannot reach them.

**Random complex cases.** The branch rule and both selection rules were also tested on 40 random complex problems with \(|U|\) and \(|G_0|\) at least 0.2 and \(|u|\) at least 0.2 away from 1, of which 16 had weak and 24 had strong sources. In these tests \(G\), and the self-energy used in the iteration of part (d), came from explicit Grassmann multiplication and integration. The inverted iteration used the closed form \(h(y)\).

## Values computed for the example and the checks

```
random complex cases, |U G0^2|<1 and >1: 16, 24
EXAMPLE 1 (all numbers dimensionless)
U = -2.0, G0 weak = 0.40, G0 strong = 1.25
common G = 0.303030, 4|U|G^2 = 0.734619
Sigma plus = -0.800000, Sigma minus = -2.500000
weak: U G0^2 = -0.3200, dSigma/dG = -5.1247
strong: U G0^2 = -3.1250, dSigma/dG = 16.0147
multiplier k at weak root = 0.3200, at strong root = 3.1250
n =  0: y = 0.30303030, Sigma = -0.60606061
n =  1: y = 0.37120360, Sigma = -0.74240720
n =  2: y = 0.39099266, Sigma = -0.78198531
n =  3: y = 0.39713827, Sigma = -0.79427654
n =  5: y = 0.39970784, Sigma = -0.79941568
n = 10: y = 0.39999902, Sigma = -0.79999804
start 1.249: after 5 steps 1.029150, after 60 0.400000
inverse iteration, start 0.5: after 60 steps 1.250000
mixing 0.3, start 1.249: after 300 steps 0.400000
skeleton series,  1 terms: Sigma = -0.60606061
skeleton series,  2 terms: Sigma = -0.71736650
skeleton series,  5 terms: Sigma = -0.78667421
skeleton series, 80 terms: Sigma = -0.80000000
EXAMPLE 2 (all numbers dimensionless)
U = 2.0, true G0 = 1.0, G = -1.0000, 4UG^2 = 8.0000
Sigma plus = -1.0000, Sigma minus = 2.0000
series term sizes n=0,5,10: 2, 2688, 34398208
undamped y_0..y_4: -1.000000, -0.333333, -0.600000, -0.454545, -0.523810
undamped limit y = -0.500000, true G0 = 1.000000
k = -0.5000, mixing limit for strong root = 0.666667
mixing 0.3: start 0.9 -> 1.000000, start G -> -0.500000
EXAMPLE 3 (all numbers dimensionless)
U = -2.0, merging G = 0.353553, merged G0 = 0.707107
n =   10: distance to merged root = 0.058926
n =  100: distance to merged root = 0.006932
n = 1000: distance to merged root = 0.000706
G = 0.4: roots 0.6250 +- 0.3307 i
y_0..y_5: 0.4000, 0.5882, 0.7556, 1.0112, 2.0941, -0.5923
spread of last 100 of 1000 iterates = 32.956
```
